# The C8 dispersion coefficient from dipole and quadrupole response at imaginary frequency

## 1. Result and conventions

Two neutral molecules A and B have their centres a distance \(R\) apart. Their second-order dispersion energy, averaged freely over both orientations, is

\[
E=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\dots ,\qquad
C_6=\frac{3\hbar}{\pi}\int_0^\infty\! d\omega\,\alpha_1^A(i\omega)\,\alpha_1^B(i\omega),
\]

\[
C_8=\frac{15\hbar}{2\pi}\int_0^\infty\! d\omega\left[\alpha_1^A(i\omega)\,\alpha_2^B(i\omega)+\alpha_2^A(i\omega)\,\alpha_1^B(i\omega)\right].
\]

Here \(\alpha_1\) and \(\alpha_2\) are the mean dipole and quadrupole polarizabilities. The first product has a fluctuating dipole on A and a quadrupole on B; the second has them the other way round.

The assumptions are non-degenerate ground states, fixed nuclei, no overlap of the charge clouds, and instantaneous Coulomb forces. Spherical systems need no orientation average. Units are Gaussian. The moments, summed over the charges \(q\) of one molecule, are \(\mu_x=\sum qx\) and so on, and

\[
Q_{20}=\sum q\Big(z^2-\frac{x^2+y^2}{2}\Big),\quad Q_{21c}=\sqrt3\sum qxz,\quad Q_{21s}=\sqrt3\sum qyz,
\]
\[
Q_{22c}=\frac{\sqrt3}{2}\sum q(x^2-y^2),\quad Q_{22s}=\sqrt3\sum qxy .
\]

The factor 15 belongs to this normalization of the quadrupole.

## 2. The interaction at order \(R^{-4}\)

Let \(\mathbf a\) be the position of a charge in A from the centre of A, and \(\mathbf b\) that of a charge in B from the centre of B. With the \(z\) axis from A to B, the two charges are separated by \(R\hat{\mathbf z}+\mathbf u\), where \(\mathbf u=\mathbf b-\mathbf a\). Since \(|R\hat{\mathbf z}+\mathbf u|^2=R^2+2Ru_z+u^2\), the generating function of the Legendre polynomials gives

\[
\frac{1}{|R\hat{\mathbf z}+\mathbf u|}=\sum_n\frac{(-1)^n u^nP_n(u_z/u)}{R^{n+1}} .
\]

Terms that contain \(\mathbf a\) alone are multiplied by the total charge of B, which is zero; the same holds for \(\mathbf b\) alone. Only mixed terms survive.

For \(n=2\) the numerator is \(u_z^2-\tfrac12(u_x^2+u_y^2)\). Its mixed part is \(-2a_zb_z+a_xb_x+a_yb_y\), so

\[
V_3=\frac{\mu_x^A\mu_x^B+\mu_y^A\mu_y^B-2\mu_z^A\mu_z^B}{R^3}.
\]

For \(n=3\) the numerator is \(-u_z^3+\tfrac32u_z(u_x^2+u_y^2)\). The part linear in \(\mathbf a\) and quadratic in \(\mathbf b\) comes from

\[
-u_z^3\to 3a_zb_z^2,\qquad
\tfrac32u_z(u_x^2+u_y^2)\to-\tfrac32a_z(b_x^2+b_y^2)-3b_z(a_xb_x+a_yb_y).
\]

The terms with \(a_z\) combine into \(3\mu_z^AQ_{20}^B\). In the rest, \(3b_xb_z=\sqrt3\,(\sqrt3\,b_xb_z)\). Exchanging \(\mathbf a\) and \(\mathbf b\) reverses \(\mathbf u\), and the cubic numerator is odd, so the other assignment has the opposite sign:

\[
V_4=\frac{1}{R^4}\Big[3\mu_z^AQ_{20}^B-\sqrt3\big(\mu_x^AQ_{21c}^B+\mu_y^AQ_{21s}^B\big)\Big]-\frac{1}{R^4}\Big[A\leftrightarrow B\Big].
\]

## 3. Second-order energy

Let \(\hbar\omega_n\) and \(\hbar\omega_k\) be excitation energies of A and B. Dispersion is the part of the second-order energy in which both molecules are excited:

\[
E=-\sum_{n,k\neq0}\frac{|\langle00|V|nk\rangle|^2}{\hbar(\omega_n+\omega_k)} .
\]

Terms with one molecule excited are induction by the permanent moments of the other. They are a separate energy, estimated in section 9.

## 4. The orientation average

Call the dipole rank 1, the quadrupole rank 2 and the octupole rank 3. Take the moments in complex form, \(Q_{lm}\), so that a rotation by \(\varphi\) about \(z\) multiplies them by a phase set by \(m\). Let \(M\) be the matrix of averages of \(Q_{lm}^{0n}(Q_{l'm'}^{0n})^*\) over all orientations of one molecule.

A further rotation cannot change an average over all orientations, so \(M\) commutes with rotations: it maps rank \(l'\) to rank \(l\) and commutes with the raising and lowering operators. The top component \(m'=l'\) is annihilated by the raising operator, so its image must be too. In rank \(l\) only the component \(m=l\) has that property. As \(M\) also preserves \(m\), it vanishes unless \(l=l'\). For \(l=l'\), lowering from the top shows that every component has the same diagonal value. The real moments are unitary combinations of the complex ones, so for them also

\[
\overline{Q_{lm}^{0n}\,(Q_{l'm'}^{0n})^*}=\delta_{ll'}\delta_{mm'}S_{l,n},\qquad S_{l,n}=\frac{1}{2l+1}\sum_m|Q_{lm}^{0n}|^2 .
\]

Apply this to the square of \(V_3+V_4+V_5+\dots\):

- At \(R^{-7}\) stands \(V_3V_4\). It pairs a dipole with a quadrupole on one of the molecules and averages to zero.
- At \(R^{-8}\), the interference of the two assignments inside \(V_4^2\) pairs rank 1 with rank 2 on both molecules. It vanishes.
- Also at \(R^{-8}\) stands \(V_3V_5\). The function \(u^4P_4\) obeys Laplace's equation in \(\mathbf a\) and in \(\mathbf b\) separately, so \(V_5\) contains pure dipole-octupole and quadrupole-quadrupole products. Each differs in rank from \(V_3\) on at least one molecule, and the average is zero.

What remains is the sum of squared coefficients: \(1+1+4=6\) for \(V_3^2\), and \(9+3+3=15\) for each assignment in \(V_4^2\). Thus

\[
C_8=\frac{15}{\hbar}\sum_{n,k}\frac{S_{1,n}^AS_{2,k}^B+S_{2,n}^AS_{1,k}^B}{\omega_n+\omega_k},\qquad
C_6=\frac{6}{\hbar}\sum_{n,k}\frac{S_{1,n}^AS_{1,k}^B}{\omega_n+\omega_k}.
\]

The assignments add as energies, without interference, and both are positive. At fixed orientation the terms just dropped are in general present.

The factors were tested on the bare Coulomb law. Two neutral sets of four point charges, at random positions, were each turned through the 60 rotations of an icosahedron, and the mean squared interaction was expanded in \(1/R\). The factors found were 6.00000 and 15.00000.

## 5. From the double sum to response functions

Let a field conjugate to a moment \(Q\) act through \(-FQ\cos\omega t\). To first order the amplitude \(c_n\) of state \(n\) obeys

\[
i\dot c_n=\omega_nc_n-\frac{FQ^{n0}}{\hbar}\cos\omega t .
\]

Insert \(c_n=X\cos\omega t+Y\sin\omega t\). The sine terms give \(Y=-i\omega X/\omega_n\), and the cosine terms then give \(X=(FQ^{n0}/\hbar)\,\omega_n/(\omega_n^2-\omega^2)\). The induced moment is \(2\,\mathrm{Re}\sum_nQ^{0n}c_n\), to which \(Y\) adds nothing because \(Q^{0n}Y\) is imaginary. Dividing by \(F\cos\omega t\), averaging over components and replacing \(\omega\) by \(i\omega\) gives

\[
\alpha_l(i\omega)=\frac2\hbar\sum_n\frac{\omega_nS_{l,n}}{\omega_n^2+\omega^2}.
\]

This function has no resonances and falls steadily with \(\omega\).

The denominator \(\omega_n+\omega_k\) ties the molecules together. For positive \(a\neq b\), partial fractions give

\[
\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2ab(a+b)},
\]

and \(a=b\) follows by continuity. Hence

\[
\frac{1}{a+b}=\frac2\pi\int_0^\infty\!d\omega\,\frac{a}{a^2+\omega^2}\,\frac{b}{b^2+\omega^2}.
\]

With \(a=\omega_n\) and \(b=\omega_k\), each sum over states becomes \(\hbar\alpha_l/2\):

\[
\sum_{n,k}\frac{S_{1,n}^AS_{2,k}^B}{\omega_n+\omega_k}=\frac2\pi\Big(\frac\hbar2\Big)^2\!\int_0^\infty\!d\omega\,\alpha_1^A\alpha_2^B=\frac{\hbar^2}{2\pi}\int_0^\infty\!d\omega\,\alpha_1^A\alpha_2^B .
\]

Multiplication by \(15/\hbar\) gives the first term of \(C_8\), and exchange of A and B gives the second. The factor \(6/\hbar\) gives \(C_6\). For equal molecules the integrals coincide and \(C_8=(15\hbar/\pi)\int\alpha_1\alpha_2\,d\omega\).

## 6. Two unequal oscillators

Let each system be one electron bound isotropically to a fixed opposite charge, with frequency \(\omega_0\). Per axis, \(s^2=\langle x^2\rangle=\hbar/(2m\omega_0)\). The dipole excites one quantum with \(S_1=e^2s^2\), so

\[
\alpha_1(i\omega)=\frac{e^2}{m(\omega_0^2+\omega^2)} .
\]

For the quadrupole use \(z^2|0\rangle=s^2(|0\rangle+\sqrt2\,|2_z\rangle)\). In \(Q_{20}|0\rangle\) the ground-state parts cancel, \(1-\tfrac12-\tfrac12=0\), and the squared norm is \(S_2=2e^2s^4(1+\tfrac14+\tfrac14)=3e^2s^4\). All of it lies at \(2\omega_0\):

\[
\alpha_2(i\omega)=\frac2\hbar\,\frac{2\omega_0\cdot3e^2s^4}{4\omega_0^2+\omega^2}=\frac{3\hbar e^2}{m^2\omega_0(4\omega_0^2+\omega^2)} .
\]

The integral of section 5 with \(a=\omega_A\), \(b=2\omega_B\) gives, for the dipole on A,

\[
C_8^{AB}=\frac{15\hbar}{2\pi}\,\frac{e^2}{m}\,\frac{3\hbar e^2}{m^2\omega_B}\,\frac{\pi}{4\omega_A\omega_B(\omega_A+2\omega_B)}
=\frac{45\,\hbar^2e^4}{8m^3\omega_A\omega_B^2(\omega_A+2\omega_B)} .
\]

Exchanging the labels gives \(C_8^{BA}\), and

\[
\frac{C_8^{BA}}{C_8^{AB}}=\frac{\omega_B(\omega_A+2\omega_B)}{\omega_A(\omega_B+2\omega_A)} .
\]

Take quanta of 10 eV for A and 15 eV for B. The ratio is \(1.5\times40/35=1.714\), and

\[
C_8=(5.734+9.829)\times10^{-8}=1.556\times10^{-7}\ \text{eV nm}^8 .
\]

A direct evaluation of the second-order sum of section 3, over the product states of the two uncoupled oscillators, gives the same value. The larger share, 63 %, has the quadrupole on A, the softer and more extended system. Doubling the smaller term instead of adding the other would make \(C_8\) 26 % too small; doubling the larger would make it 26 % too large. For \(\omega_B\gg\omega_A\) the ratio grows as \(2\omega_B/\omega_A\), and the quadrupole on the soft system dominates.

For equal oscillators \(C_8=15\hbar^2e^4/(4m^3\omega_0^4)\) and \(C_6=3\hbar e^4/(4m^2\omega_0^3)\), hence

\[
\frac{C_8}{C_6}=\frac{5\hbar}{m\omega_0}=10s^2 .
\]

In this model the relative weight of the \(R^{-8}\) term is thus set by the squared size of the charge cloud over \(R^2\).

## 7. The choice of centre

The quadrupole response depends on the origin. Let A have an inversion centre, and move its reference point from there by \(d\) along \(z\). Apart from constants, which cause no transitions,

\[
Q_{20}\to Q_{20}-2d\mu_z,\quad Q_{21c}\to Q_{21c}-\sqrt3\,d\mu_x,\quad Q_{21s}\to Q_{21s}-\sqrt3\,d\mu_y ,
\]

while the other two components stay unchanged. Inversion symmetry removes the dipole-quadrupole cross response, so the mean over five components changes by \(d^2(4\alpha_{zz}+3\alpha_{xx}+3\alpha_{yy})/5\). Averaged over the direction of the shift in the molecule, this is \(\Delta\alpha_2=2d^2\alpha_1\), and

\[
\Delta C_8=\frac{15\hbar}{2\pi}\int_0^\infty\!d\omega\,2d^2\alpha_1^A\alpha_1^B=5d^2C_6 .
\]

The \(R^{-6}\) law requires the same. With \(c\) the cosine between \(\mathbf d\) and \(\mathbf R\),

\[
|\mathbf R+\mathbf d|^{-6}=R^{-6}\Big[1-\frac{6dc}{R}+\frac{d^2}{R^2}(24c^2-3)+\dots\Big],
\]

and \(\overline{c}=0\), \(\overline{c^2}=\tfrac13\) leave \(1+5d^2/R^2\). The factor 15 is therefore consistent with the factor 6. A value of \(C_8\) for a molecule has a meaning only together with its centre.

## 8. Two ethylene molecules

For C2H4 the centre is the inversion point. The geometry is a round one: C-C 0.133 nm, C-H 0.108 nm, H-C-C angle 121°. The response comes from time-dependent Hartree-Fock theory, the linear response of a self-consistent single determinant, in the aug-cc-pVDZ basis.

The static values are \(\alpha_1=4.08\times10^{-3}\) nm³ and \(\alpha_2=1.120\times10^{-4}\) nm⁵. Second derivatives of the Hartree-Fock energy in applied fields and field gradients give the same values to these digits. The frequency integrals give

\[
C_6=1.753\times10^{-4}\ \text{eV nm}^6\quad(293\ \text{atomic units}),
\]
\[
C_8=2\times1.311\times10^{-5}=2.62\times10^{-5}\ \text{eV nm}^8\quad(1.57\times10^4\ \text{atomic units}).
\]

At \(R=0.6\) nm, \(R^6=0.04666\) nm⁶ and \(R^8=0.01680\) nm⁸, so

\[
\frac{C_6}{R^6}=3.76\ \text{meV},\qquad \frac{C_8}{R^8}=1.56\ \text{meV}.
\]

The second term is 42 % of the first. Keeping one assignment would lose 0.78 meV. The two terms become equal at \(\sqrt{C_8/C_6}=0.387\) nm, where a series cut after \(R^{-8}\) cannot be trusted. Moving the centre of one molecule by 0.05 nm, averaged over directions, changes \(C_8\) by \(5(0.05)^2(1.753\times10^{-4})=2.19\times10^{-6}\) eV nm⁸, or 8 %.

## 9. What the ethylene numbers leave out

**Electron correlation and basis.** Static MP2 responses change \(\alpha_1\) by −2 % and \(\alpha_2\) by +5 %, and their product by +2.4 %. This indicates the size of the correlation effect but is not a correlated \(C_8\). One shell of f functions on each carbon raises \(C_8\) by 1.5 %. This does not measure the whole basis error: the quadrupole response also needs very diffuse functions, and one more set of diffuse s, p and d functions on each carbon raises \(C_8\) by about 2 %. The larger aug-cc-pVTZ basis raises \(\alpha_1\) by 0.9 %, \(C_6\) by 0.8 %, and both \(\alpha_2\) and \(C_8\) by 3.7 %, which gives \(C_8=1.63\times10^4\) atomic units and 1.62 meV at 0.6 nm. The third digit of the values in section 8 is therefore not converged.

**Orientation.** With the principal axes of both molecules parallel, \(V_3^2\) gives \(C_6=(\hbar/2\pi)\int(\alpha_{xx}^2+\alpha_{yy}^2+4\alpha_{zz}^2)\,d\omega\), with \(z\) along \(\mathbf R\). This is 1.25 times the mean for C-C axes along \(\mathbf R\), and 0.87 times the mean face to face.

**Induction.** If B stays in its ground state with permanent quadrupole \(\Theta^2=\sum_mQ_{2m}^2\), then \(S_2^B\) is replaced by \(\Theta^2/5\) and the denominator by \(\hbar\omega_n\). The energy is \(-(15/R^8)(\Theta^2/5)(\alpha_1(0)/2)\). Both directions together give \(C_{8,\text{ind}}=3\alpha_1(0)\Theta^2\), which is 4.2 % of the dispersion \(C_8\).

**Order \(R^{-10}\).** The part of \(u^4P_4\) quadratic in both \(\mathbf a\) and \(\mathbf b\) couples equal quadrupole components with coefficients 6, −4, −4, 1, 1, whose squares add to 70. Quadrupole-quadrupole dispersion, \((70\hbar/2\pi)\int\alpha_2^2\,d\omega/R^{10}\), adds 0.30 meV of attraction at 0.6 nm. The dipole-octupole part is also attractive and, in the same basis, of about the same size. Together they give about 0.6 meV, roughly 40 % of the \(R^{-8}\) term, so the series converges slowly even at 0.6 nm; in aug-cc-pVTZ the two parts are about 0.33 and 0.34 meV. Permanent quadrupoles also align thermally. Expanding \(-kT\ln\overline{e^{-V/kT}}\) to second order gives \(-\overline{V^2}/2kT=-7\Theta^4/(5kTR^{10})\), or −0.07 meV at 300 K.

**Overlap and retardation.** The Tang-Toennies damping model, with its range set by the highest occupied orbital energy, −10.3 eV, lowers the \(R^{-8}\) term by 0.3 % at 0.6 nm. This figure is sensitive to the range: a decay constant 15 % smaller gives 1.5 %. The model also uses the distance between the centres and ignores the extent of the molecules. End-on, facing hydrogen atoms are only 0.36 nm apart, where the same function would remove 18 %, so overlap is likely understated for such orientations. Exchange repulsion is a separate energy, not treated here. Writing \(C_6=\tfrac34\bar E\alpha_1(0)^2\), as for equal oscillators, gives \(\bar E=14\) eV and \(R\bar E/\hbar c=0.04\), so light crosses the gap quickly compared with the fluctuations. Retardation weakens the attraction gradually as this ratio grows, and the formulas become inaccurate as it approaches one.

**The real gas.** Ethylene serves as a carbon source in vapour growth. Its mean polarizability is roughly \(4.2\times10^{-3}\) nm³ and its \(C_6\) roughly 300 atomic units, so the computed values lie within a few per cent of these. In a real gas, free rotation and negligible overlap break down when molecules come into contact. At fixed orientation, the two arrangements above already move \(C_6\) by +25 % and −13 %; the corresponding change of \(C_8\) was not computed. Nuclear vibration is also left out. The numerical output follows.

## Values computed for the example and the checks

```
Coulomb average, factor at R^-6: 6.00000
Coulomb average, factor at R^-8: 15.00000
Oscillator quanta A, B: 10.0, 15.0 eV
Oscillator C6: 4.8158e-06 eV nm^6
Oscillator C8, dipole A quadrupole B: 5.7338e-08 eV nm^8
Oscillator C8, quadrupole A dipole B: 9.8294e-08 eV nm^8
Oscillator C8, both: 1.5563e-07 eV nm^8
Oscillator C8, state sum: 1.5563e-07 eV nm^8
Ratio of the two assignments (BA/AB): 1.7143
C2H4 C-C and C-H lengths: 0.133, 0.108 nm
C2H4 H-C-C angle: 121.0 degrees
Basis functions, excitations: 82, 592
HF energy of C2H4: -2123.674 eV
Static dipole alpha x, y, z: 3.3264e-03, 3.5302e-03, 5.3889e-03 nm^3
Static mean alpha1: 4.0818e-03 nm^3
Static mean alpha2: 1.1199e-04 nm^5
Finite-field HF mean alpha1: 4.0820e-03 nm^3
Finite-field HF mean alpha2: 1.1199e-04 nm^5
C2H4 pair C6: 1.7534e-04 eV nm^6 = 293.4 atomic units
C2H4 pair C8, one assignment: 1.3108e-05 eV nm^8
C2H4 pair C8, both: 2.6216e-05 eV nm^8 = 15668 atomic units
Length sqrt(C8/C6): 0.3867 nm
Centre shift of one molecule: 0.050 nm
C8 change from that shift: 2.1917e-06 eV nm^8
Distance R: 0.60 nm
C6/R^6 at R: 3.7581 meV
C8/R^8 at R: 1.5608 meV
Ratio of R^-8 to R^-6 term: 0.4153
MP2 static mean alpha1: 3.9914e-03 nm^3
MP2 static mean alpha2: 1.1731e-04 nm^5
MP2/HF ratio of alpha1*alpha2: 1.0244
C6 change with f functions on C: 0.21 %
C8 change with f functions on C: 1.49 %
C6 end-on (axes along R) / mean C6: 1.2550
C6 face-to-face / mean C6: 0.8672
Permanent quadrupole norm Theta: 7.9350e-03 e nm^2
Induction C8: 1.1102e-06 eV nm^8
Induction C8 / dispersion C8: 0.0423
Thermal quadrupole alignment, 300 K, at R: 0.0736 meV
Quadrupole-quadrupole R^-10 dispersion at R: 0.3040 meV
HF highest occupied orbital energy: -10.262 eV
Damping factors R^-6, R^-8 at R: 0.99968, 0.99747
Mean excitation energy from C6: 14.03 eV
Retardation ratio R*E_mean/(hbar c): 0.0427
```
